Direct Spin Current Pumped by a Precessing Ferromagnet

**Problem**

A ferromagnetic film touches a normal metal. Its magnetization direction, the unit vector m, precesses at f = 10 GHz on a circular cone of half-angle θ = 1°. The real part of the interface mixing conductance is g = 20 nm⁻², counted in units of e²/h per spin. Find the direct (time-averaged) spin current density entering the metal, in charge units.

"Charge units" means

j = e (N↑ − N↓),

where N↑ and N↓ are the net numbers of electrons of each spin entering the metal per area and time. The spin axis z is the precession axis, and e is the positive elementary charge. Take the metal to be a perfect spin sink: no spin returns from it.

**Hints**

1. Write the reflection amplitude of an electron as a number plus a multiple of σ·m(t). Which part of σ·m(t) depends on time, and what does it do to the electron's spin and energy?
2. Unitarity expresses the total spin-flip probability through the mixing conductance.
3. Electrons that flip upward gain ħω, with ω = 2πf. Compare the occupations at the old and new energies, and integrate over energy.

**Solution**

*Step 1: spin flips.* Let the precession be counterclockwise about z:

m = (sinθ cos ωt, sinθ sin ωt, cosθ).

Then

σ·m = cosθ σ_z + sinθ (σ₊ e^(−iωt) + σ₋ e^(iωt)),

where σ₊ turns spin down into spin up and σ₋ does the reverse. Electrons with spin along m and against m are reflected with amplitudes r₊ and r₋. Both cases are contained in

r = r₀ + r₁ σ·m,  r₀ = (r₊ + r₋)/2,  r₁ = (r₊ − r₋)/2.

Using these amplitudes at each instant requires that an electron spend much less than a precession period in the magnet. Equivalently, the amplitudes must vary little over an energy ħω. An electron with time factor e^(−iEt/ħ) that flips from down to up acquires the extra factor e^(−iωt), so its energy rises to E + ħω. The opposite flip lowers it by ħω. Each flip has probability |r₁|² sin²θ.

If the ferromagnet is thin, electrons also arrive through it from a second metal. Their amplitudes t₊ and t₋ are treated in the same way, with t₁ = (t₊ − t₋)/2. The total flip probability into one spin state, for one transverse channel, is

P = sin²θ (|r₁|² + |t₁|²).

*Step 2: the mixing conductance.* Expanding the squares gives

P = (sin²θ/4) [|r₊|² + |t₊|² + |r₋|² + |t₋|² − 2 Re(r₊r₋* + t₊t₋*)].

Unitarity requires |r₊|² + |t₊|² = 1 and |r₋|² + |t₋|² = 1. Hence

P = (g₁/2) sin²θ,  g₁ = Re(1 − r₊r₋* − t₊t₋*).

The number g₁ is the real mixing conductance of the channel in units of e²/h. It vanishes if the magnet treats both spins alike.

*Step 3: counting electrons.* Let F(E) be the Fermi function, the same for all incoming electrons. At energy E, the outgoing spin-up states are filled by unflipped electrons, with weight (1 − P)F(E), and by electrons flipped from energy E − ħω, with weight P F(E − ħω). The incoming spin-up flux has weight F(E). One channel carries dE/h electrons per time in the interval dE, so the net flux into the metal is

N↑ = (1/h) ∫ P [F(E − ħω) − F(E)] dE.

The two Fermi functions are the same step, displaced by ħω. The area between them is ħω at any temperature, and P varies little over the energies concerned. Therefore

N↑ = P ħω/h = P f.

Down electrons are produced from up electrons at E + ħω, so the bracket becomes F(E + ħω) − F(E), and N↓ = −P f. To first order in ω no net charge flows, but

N↑ − N↓ = 2P f = g₁ f sin²θ.

Summing g₁ over the transverse channels in unit area gives g. At a rough interface the squares in P become sums over pairs of channels, and unitarity is used in the same way. The result is

j = e g f sin²θ.

*Step 4: numbers.* In SI units g = 2.0×10¹⁹ m⁻², so

e g f = (1.602×10⁻¹⁹ C)(2.0×10¹⁹ m⁻²)(1.0×10¹⁰ s⁻¹) = 3.204×10¹⁰ A/m²,

sin²(1°) = 3.046×10⁻⁴,

**j = 9.76×10⁶ A/m² = 976 A/cm².**

Each electron carries spin ħ/2, so the angular momentum flux is

J = (ħ/2)(N↑ − N↓) = (ħ/2e) j = 3.21×10⁻⁹ J/m².

The conversion from J to j is thus 2e/ħ. A convention that uses e/ħ reports 4.88×10⁶ A/m² for the same physical flow.

*Step 5: the rotating part.* Without spin-orbit coupling at the interface, no direction in spin space is preferred apart from m and its rate of change ṁ. To first order in ṁ, the pumped angular momentum must have the form

I = A m×ṁ + B ṁ,

because m·ṁ = 0 rules out a term along m. Circular precession means ṁ = ω z×m, so

m×ṁ = ω [z(m·m) − m(m·z)] = ω (z − m cosθ).

Its z component is ω(1 − cos²θ) = ω sin²θ, while ṁ has no z component. Matching to J gives A = ħg/4π. The coefficient B contains the imaginary part of the mixing conductance and does not affect the direct current.

The part of m×ṁ perpendicular to z rotates with the magnetization. In charge units its amplitude is

e g f sinθ cosθ = 5.59×10⁸ A/m²,

which is cotθ = 57.3 times the direct current. A nonzero B would add to this amplitude in quadrature. The direct current is small because it is of second order in the cone angle, whereas the rotating part is of first order.

*Limits and validity.* For small angles sin²θ may be replaced by θ²; at 1° this overestimates the current by a fraction 1.0×10⁻⁴. The current vanishes for θ → 0 and reaches e g f at θ = 90°. Reversing the sense of precession reverses its sign.

The approximation of slow precession was tested on one channel with a magnetic slab 0.529 nm thick, an exchange splitting of 2.72 eV and a Fermi energy of 9.58 eV. Here ħω is 41.4 μeV. Matching the electron waves in the frame rotating with m gives N↑ − N↓ without assuming slow precession. At zero temperature and cone angles of 1°, 30° and 90°, it differs from g₁ f sin²θ by at most a fraction 3.5×10⁻⁶.

At 300 K the thermal energy, 25.9 meV, far exceeds ħω. Yet the current in this slab at 1° differs from the formula by a fraction of only 1.4×10⁻⁵. The weight F(E − ħω) − F(E) is symmetric about its centre, so a linear change of P with energy cancels in the integral. With the exchange splitting and the Fermi level held fixed, temperature therefore changes the current only through the departure of P from a straight line over the thermal energy range, whatever the ratio of thermal energy to ħω. The size of this change depends on the slab: for one ten times thicker it is a fraction of about 1×10⁻³. In a real magnet the exchange splitting itself falls with temperature, and this can matter far more: lowering it by 3% changes g₁ of the thin slab by 5%. The value of g should therefore be taken at the working temperature.

**Variation 1: the metal returns part of the spin**

*Let g be the bare interface value. The metal has resistivity ρ = 20 μΩ cm, spin diffusion length λ = 1.5 nm and thickness d = 10 nm. Find the net direct current.*

Let the vector μ be the spin accumulation, the difference of the two spins' chemical potentials. Each spin carries half the conductivity, so the spin current in charge units is

j_s = −(1/2eρ) dμ/dx.

With d²μ/dx² = μ/λ² and no spin current through the outer surface x = d,

μ(x) = μ(0) cosh[(d − x)/λ] / cosh(d/λ).

Evaluating j_s at x = 0 and solving for μ(0) gives

μ(0) = 2eρλ coth(d/λ) j_s(0).

The return current follows from the rotating frame. There the energy of a spin-up electron is lowered by ħω/2 and that of a spin-down electron is raised by ħω/2. The spin-up states are thus filled to a level lower by ħω than the spin-down states, so precession acts like an accumulation −ħω z. Its part perpendicular to m drives the pumped current (eg/h) ħω (z − m cosθ). This shift acts on the electrons arriving from both sides of the magnet, whereas a real accumulation sits in one metal only and drives a current set by Re(1 − r₊r₋*), without the t₊t₋* term. The two can differ strongly: in the thin slab above they are 1.00 and 0.634 per channel. They agree when the t₊t₋* term is negligible, as for a magnet with no second metal behind it, or one thick enough that this term averages out over the channels. This is assumed here. A real accumulation perpendicular to m then drives −(eg/h) μ(0), if the imaginary mixing conductance is neglected.

The pumped current is perpendicular to m. The accumulation stays so if spins relax much faster than m turns. With the free-electron density of states for 20 open channels per nm², the diffusion constant is 14.8 cm²/s and the relaxation time is τ = 1.52 fs. Then ωτ = 9.5×10⁻⁵, and the condition holds. Writing j₀ for the current without return flow,

j_s(0) = j₀ − β j_s(0),  β = (2e²/h) g ρ λ coth(d/λ),

j_s(0) = j₀/(1 + β).

Here d is several times λ, so coth(d/λ) is practically 1 and β = 0.465. In diffusion theory the direct current is thus multiplied by 0.683, which gives 6.66×10⁶ A/m². A numerical solution of the vector diffusion equation, with ωτ kept finite, gives the same value to the digits shown.

Equivalently, the effective mixing conductance is 13.7 nm⁻². If g = 20 nm⁻² is already an effective value, this correction must not be applied again. For d ≪ λ, β grows as λ²/d and the net current tends to zero: a thin metal with little relaxation is a poor sink.

The same free-electron estimate implies a mean free path of about 2.4 nm, which is longer than λ. Diffusion theory is not reliable in this regime and overstates the return flow. It lets the electrons arriving at the interface carry the full local accumulation, although part of that accumulation belongs to electrons that have just left the interface. The factor 0.683 therefore illustrates the method and is not a dependable value for such a metal.

**Variation 2: the cone is an ellipse**

*The film is magnetized in its plane, with μ₀M = 1.0 T, and 1° is the in-plane amplitude. The metal is again a perfect sink. Find the direct current.*

Let x lie in the plane, y along the film normal and z along the equilibrium magnetization. For small amplitudes a and b,

m ≈ (a cos ωt, b sin ωt, 1),

(m×ṁ)_z = m_xṁ_y − m_yṁ_x = abω (cos² ωt + sin² ωt) = abω.

Thus sin²θ is replaced by ab. To find b/a, neglect damping and crystal anisotropy. The field is then (0, −μ₀M m_y, B), and ṁ = −γ m×B_eff gives, to first order,

ṁ_x = −γ(B + μ₀M) m_y,  ṁ_y = γB m_x.

Inserting the motion yields

aω = γ(B + μ₀M) b,  bω = γB a.

Multiplying the first equation by the second, and dividing the second by the first, gives

ω² = γ²B(B + μ₀M),  b/a = √[B/(B + μ₀M)].

With the free-electron γ, resonance at 10 GHz requires B = 0.114 T, so b/a = 0.320. The direct current is

j = e g f a² (b/a) = 3.13×10⁶ A/m².

Numerical integration of the full undamped equation of motion gives the same value to these digits.

**Applying the result to a real film**

An in-plane magnetized film breaks the assumption of a circular cone, and a real metal is not a perfect sink. If both variations apply, their factors multiply, 0.683 × 0.320 ≈ 0.22, and the estimate drops to about 2.1×10⁶ A/m². This is too low to the extent that diffusion theory overstates the return flow. Spin lost at the interface through spin-orbit coupling is not included and would need a separate model. The value 9.76×10⁶ A/m² therefore belongs to a circular cone and an effective mixing conductance of 20 nm⁻².

Values computed for the example and the checks

```
INPUTS
mixing conductance g = 20.0 nm^-2
frequency f = 10.0 GHz
cone half-angle = 1.0 degree
MAIN RESULT
sin^2(theta) = 3.0459e-04
e*g*f = 3.2044e+10 A/m^2
direct spin current = 9.760e+06 A/m^2
same, converted = 976 A/cm^2
angular momentum flux = 3.212e-09 J/m^2
value in the e/hbar convention = 4.880e+06 A/m^2
rotating-part amplitude = 5.592e+08 A/m^2
rotating/direct ratio = 57.3
time average of vector formula = 9.760e+06 A/m^2
relative error of theta^2 for sin^2 = 1.0e-04
SCATTERING TEST (one channel)
Fermi wave number for g open modes = 15.85 nm^-1
modes counted in a box = 20.00 nm^-2
Fermi energy = 9.58 eV
exchange splitting = 2.72 eV
slab thickness = 0.529 nm
photon energy hbar*omega = 41.4 micro-eV
channel mixing conductance = 0.6340 (e^2/h)
largest relative deviation, 1/30/90 degree = 3.5e-06
thermal energy at 300 K = 25.9 meV
relative change of current at 300 K = 1.4e-05
BACKFLOW (if g is the bare interface value)
resistivity = 20 micro-ohm cm
spin diffusion length = 1.5 nm
metal thickness = 10 nm
backflow parameter beta = 0.465
reduction factor 1/(1+beta) = 0.683
effective mixing conductance = 13.7 nm^-2
net direct current, formula = 6.663e+06 A/m^2
net direct current, diffusion grid = 6.663e+06 A/m^2
diffusion constant = 14.8 cm^2/s
spin relaxation time = 1.52 fs
omega*spin relaxation time = 9.5e-05
ELLIPTICITY (if 1 degree is the in-plane amplitude)
magnetization mu0*M = 1.0 T
resonance field = 0.1143 T
out-of-plane/in-plane amplitude = 0.320
direct current, ellipse formula = 3.126e+06 A/m^2
direct current, integrated motion = 3.126e+06 A/m^2
```
